# Quantisation and in-plane masses of ellipsoidal valleys at an arbitrary surface

## The question

An electric field can hold electrons in a thin layer against the surface of a semiconductor. Motion along the normal is then quantised into levels, while motion along the surface stays free. For a spherical band one mass describes both. Silicon has instead six conduction-band valleys with ellipsoidal energy surfaces, and a crystal can be cut so that the normal lies along no principal axis of an ellipsoid. A momentum along the surface then produces a velocity along the normal, and it is not obvious that the two motions separate. They do, under conditions stated below, and the masses that result fix the levels, their degeneracies and their densities of states.

## Model and axes

Consider one valley in the effective-mass approximation. The wave vector is measured from the valley minimum, and energy from the band edge at the surface. The envelope function obeys

$$H=\tfrac12\sum_{ij}p_iW_{ij}p_j+V(z).$$

Here $W$ is the inverse mass tensor: symmetric, positive definite and, for now, uniform. Its inverse $M=W^{-1}$ has the principal masses $m_1,m_2,m_3$ as eigenvalues. The depth $z\ge0$ is measured along the unit normal $\mathbf n$, pointing into the crystal. The potential energy $V$ depends on $z$ alone. The envelope vanishes at a hard wall, $z=0$, and bound states decay at large depth. Coupling between valleys, nonparabolicity and spin-orbit effects are left out.

Choose orthonormal axes $\mathbf t_1,\mathbf t_2$ in the surface, with $\mathbf n$ as the third axis. The tensor components in this frame are

$$w_{\alpha\beta}=\mathbf t_\alpha\cdot W\mathbf t_\beta,\qquad w_{\alpha z}=\mathbf t_\alpha\cdot W\mathbf n,\qquad w_{zz}=\mathbf n\cdot W\mathbf n .$$

Greek indices run over the two surface directions. Positive definiteness gives $w_{zz}>0$, so we may divide by it.

## Separating the motion

$H$ does not depend on the surface position $\mathbf r$, so we can write $\psi=e^{i\mathbf k\cdot\mathbf r}\phi(z)$ and replace $p_\alpha$ by $\hbar k_\alpha$. Each mixed term occurs twice, as $w_{\alpha z}$ and $w_{z\alpha}$, which cancels the factor one half:

$$H_{\mathbf k}=\tfrac12w_{zz}p_z^2+\hbar c\,p_z+\tfrac{\hbar^2}{2}\sum_{\alpha\beta}k_\alpha w_{\alpha\beta}k_\beta+V(z),\qquad c=\sum_\alpha w_{z\alpha}k_\alpha .$$

The term linear in $p_z$ is the obstacle. Define $q=c/w_{zz}$, a number that commutes with $p_z$. Then

$$\tfrac12w_{zz}(p_z+\hbar q)^2=\tfrac12w_{zz}p_z^2+\hbar c\,p_z+\frac{\hbar^2c^2}{2w_{zz}} .$$

The last term is not in $H_{\mathbf k}$ and must be subtracted. Since $c^2=\sum_{\alpha\beta}k_\alpha w_{\alpha z}w_{\beta z}k_\beta$,

$$H_{\mathbf k}=\tfrac12w_{zz}(p_z+\hbar q)^2+V(z)+\tfrac{\hbar^2}{2}\sum_{\alpha\beta}k_\alpha\tilde w_{\alpha\beta}k_\beta,$$

$$\tilde w_{\alpha\beta}=w_{\alpha\beta}-\frac{w_{\alpha z}w_{\beta z}}{w_{zz}} .$$

Now set $\phi(z)=e^{-iqz}\zeta(z)$. With $p_z=-i\hbar\,d/dz$, differentiating the phase gives

$$p_z\phi=e^{-iqz}(p_z-\hbar q)\zeta,\qquad (p_z+\hbar q)\phi=e^{-iqz}p_z\zeta .$$

Applying $p_z+\hbar q$ once more gives $e^{-iqz}p_z^2\zeta$. The potential commutes with the phase, which therefore cancels from the eigenvalue equation. What remains is

$$-\frac{\hbar^2}{2m_z}\zeta_i''+V(z)\zeta_i=E_i\zeta_i,\qquad \boxed{\frac1{m_z}=\mathbf n\cdot W\mathbf n},$$

$$\boxed{E_i(\mathbf k)=E_i+\frac{\hbar^2}{2}\sum_{\alpha\beta}k_\alpha\tilde w_{\alpha\beta}k_\beta}.$$

The phase has modulus one, so $\phi(0)=0$ if and only if $\zeta(0)=0$, and decay and normalisation are unchanged. The bound states of the two problems thus correspond one to one, for any shape of $V(z)$: the functions differ by the phase $e^{-iqz}$, and the energies by the in-plane kinetic term.

**When the mass tensor varies with depth.** Suppose the wall is replaced by a penetrable barrier with another tensor. With the kinetic energy ordered as $\frac12\sum p_iW_{ij}(z)p_j$, the normal and mixed terms combine into $\frac12(p_z+\hbar q)w_{zz}(p_z+\hbar q)$, now with $q(z)=c(z)/w_{zz}(z)$. The phase $\exp[-i\int_0^z q(z')dz']$ still removes $q$. The remaining term $\frac{\hbar^2}{2}\mathbf k\cdot\tilde w(z)\mathbf k$, however, depends on depth and acts as a potential that changes with $\mathbf k$. Unless $\tilde w$ is the same on both sides, $\zeta_i$ in general changes with $\mathbf k$ and the simple quadratic dispersion is lost.

## What the phase does

The normal velocity operator is

$$v_z=\frac{i}{\hbar}[H_{\mathbf k},z]=w_{zz}p_z+\hbar c=w_{zz}(p_z+\hbar q).$$

A bound state of the one-dimensional equation can be chosen real, so

$$\langle v_z\rangle=w_{zz}\int_0^\infty\zeta_i(-i\hbar)\zeta_i'\,dz=-\frac{i\hbar w_{zz}}{2}\Big[\zeta_i^2\Big]_0^\infty=0 .$$

Hence $\langle p_z\rangle=-\hbar q$. The electron carries a mean normal momentum that compensates the normal velocity caused by its surface momentum. A bound electron has no mean drift into the crystal.

The density $|\phi|^2=|\zeta_i|^2$ does not depend on $\mathbf k$, which simplifies a Schrödinger–Poisson calculation. If $N_i$ is the number of electrons per unit surface area in subband $i$, and the permittivity $\epsilon$ is uniform, the mean-field energy $V_H$ of the electrons obeys

$$n(z)=\sum_iN_i|\zeta_i(z)|^2,\qquad \frac{d^2V_H}{dz^2}=-\frac{e^2}{\epsilon}n(z),$$

where $e>0$ and the sum runs over all subbands of all ladders. The sign follows from Poisson's equation for the electrostatic potential $\Phi$, $\Phi''=en/\epsilon$, and $V_H=-e\Phi$. Since $V_H$ depends on $z$ alone, the separation also holds at self-consistency.

## The in-plane mass tensor

The subtraction in $\tilde w$ has a simple counterpart in the mass tensor. Let $A$ be the two-by-two block $w_{\alpha\beta}$ and $\mathbf b$ the column $w_{\alpha z}$. In surface axes,

$$W=\begin{pmatrix}A&\mathbf b\\ \mathbf b^T&w_{zz}\end{pmatrix},\qquad M=\begin{pmatrix}M_\parallel&\mathbf r_M\\ \mathbf r_M^T&s\end{pmatrix}.$$

The first block column of $WM=1$ reads

$$AM_\parallel+\mathbf b\mathbf r_M^T=1,\qquad \mathbf b^TM_\parallel+w_{zz}\mathbf r_M^T=0 .$$

The second equation gives $\mathbf r_M^T=-\mathbf b^TM_\parallel/w_{zz}$. Inserted in the first, it gives

$$\left(A-\frac{\mathbf b\mathbf b^T}{w_{zz}}\right)M_\parallel=1,\qquad\text{so}\qquad \boxed{\tilde w^{-1}=M_\parallel}.$$

The two masses are therefore read from different tensors. The quantisation mass is the reciprocal of a diagonal element of $W$; the in-plane mass tensor is a block of $M$. When $\mathbf n$ is a principal axis, $\mathbf b=0$ and both reduce to the principal masses.

**Shadow, not section.** At fixed $\mathbf k$, the bulk kinetic energy is $\frac{\hbar^2}{2}[w_{zz}(k_z+q)^2+\mathbf k\cdot\tilde w\mathbf k]$. Its minimum over $k_z$ is the subband kinetic energy. A point $\mathbf k$ thus lies inside the subband contour of energy $\varepsilon$ when some point of the solid bulk ellipsoid lies above or below it. The contour is the outline of the ellipsoid's shadow on the surface plane. The section $k_z=0$ would give $w_{\alpha\beta}$, whose energy is too high by $\hbar^2c^2/(2w_{zz})$.

**Density of states.** Subtract $b_\alpha/w_{zz}$ times the last row of $W$ from row $\alpha$. This leaves the determinant unchanged, clears the upper part of the last column and turns the upper block into $\tilde w$. Hence $\det W=w_{zz}\det\tilde w$, and

$$m_d\equiv\sqrt{\det M_\parallel}=\sqrt{\frac{w_{zz}}{\det W}}=\sqrt{\frac{m_1m_2m_3}{m_z}} .$$

Along the principal axes of $M_\parallel$, with masses $m_a$ and $m_b$, the contour of kinetic energy $\varepsilon$ has semi-axes $\sqrt{2m_a\varepsilon}/\hbar$ and $\sqrt{2m_b\varepsilon}/\hbar$. Its area is $2\pi m_d\varepsilon/\hbar^2$. Each allowed wave vector occupies $(2\pi)^2$ divided by the surface area. With two spins and $g_v$ equivalent valleys, the number of states per unit area is $g_vm_d\varepsilon/(\pi\hbar^2)$, so the density of states is the constant

$$D=\frac{g_vm_d}{\pi\hbar^2}\qquad(E>E_i).$$

For temperature $T$ and chemical potential $\mu$, the Fermi function integrates to

$$N_i=D\int_{E_i}^{\infty}\frac{dE}{1+e^{(E-\mu)/k_BT}}=Dk_BT\ln\!\left[1+e^{(\mu-E_i)/k_BT}\right],$$

because $-k_BT\ln[1+e^{-(E-\mu)/k_BT}]$ is an antiderivative of the integrand and vanishes at the upper limit. This supplies the occupations needed in Poisson's equation.

## A valley with an axis of rotation

A silicon valley has mass $m_l$ along its axis $\mathbf a$ and $m_t$ across it:

$$W=\frac1{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^T,\qquad M=m_t+(m_l-m_t)\mathbf a\mathbf a^T .$$

Let $\cos\theta=\mathbf a\cdot\mathbf n$. The normal element of $W$ gives

$$\frac1{m_z}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}.$$

The surface part of $\mathbf a$ has length $\sin\theta$. The in-plane block of $M$ therefore has eigenvalue $m_t$ across the projected axis and

$$m_h=m_t+(m_l-m_t)\sin^2\theta=m_t\cos^2\theta+m_l\sin^2\theta$$

along it. Multiplying the formula for $1/m_z$ by $m_lm_t$ shows that $m_zm_h=m_lm_t$: with $m_l>m_t$, tilting the axis away from the normal lowers the quantisation mass and raises $m_h$ by the same factor. At $\theta=0$ the surface motion is isotropic with mass $m_t$.

## Silicon surfaces and their ladders

The six valley axes point along the positive and negative cubic axes. Opposite valleys have the same $\mathbf a\mathbf a^T$ and hence the same masses. For a unit normal $(n_x,n_y,n_z)$, the three pairs have $\cos^2\theta=n_x^2,n_y^2,n_z^2$. Valleys with equal $\cos^2\theta$ share one series of levels, called a ladder.

- **(100):** two valleys have $\cos^2\theta=1$ and $m_z=m_l$. Four have $\cos^2\theta=0$ and $m_z=m_t$.
- **(110):** four valleys have $\cos^2\theta=1/2$, so $m_z=2m_lm_t/(m_l+m_t)$ and $m_h=(m_l+m_t)/2$. Two have $\cos^2\theta=0$.
- **(111):** all six have $\cos^2\theta=1/3$, so $m_z=3m_lm_t/(2m_l+m_t)$ and $m_h=(2m_l+m_t)/3$.

Take $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$ as rough band masses. For (111), for example, $m_h=(2\times0.92+0.19)/3=0.677$ and $m_z=0.92\times0.19/0.677=0.258$, in units of $m_e$. All masses in the table are in this unit; one in-plane mass is $m_t=0.19$ throughout.

| Surface | $g_v$ | $m_z$ | $m_h$ | $m_d$ |
|---|---:|---:|---:|---:|
| (100) | 2 | 0.920 | 0.190 | 0.190 |
| (100) | 4 | 0.190 | 0.920 | 0.418 |
| (110) | 4 | 0.315 | 0.555 | 0.325 |
| (110) | 2 | 0.190 | 0.920 | 0.418 |
| (111) | 6 | 0.258 | 0.677 | 0.359 |

Valleys in one ladder share levels but need not share the orientation of their contours. On (111), the heavy directions of the three pairs are $[2\bar1\bar1]$, $[\bar12\bar1]$ and $[\bar1\bar12]$. On (110), the fourfold ladder is heavy along $[1\bar10]$ and the twofold ladder along $[001]$.

A normal with three different squared components gives three twofold ladders. For (321) their quantisation masses are 0.388, 0.246 and 0.201 $m_e$.

## Levels in a uniform field

Let a uniform field of magnitude $F$ push the electrons towards the wall, so that $V=eFz$. Define

$$\ell=\left(\frac{\hbar^2}{2m_zeF}\right)^{1/3},\qquad \xi=\frac z\ell-\frac{E}{eF\ell}.$$

The level equation is $\zeta''=\ell^{-3}(z-E/eF)\zeta$. Multiplication by $\ell^2$ turns it into $d^2\zeta/d\xi^2=\xi\zeta$, whose decaying solution is the Airy function $\mathrm{Ai}(\xi)$. The wall requires $\mathrm{Ai}(-E/eF\ell)=0$. If $a_1,a_2,\ldots$ are the negative zeros of Ai in order of increasing magnitude,

$$E_i=|a_{i+1}|\,eF\ell=|a_{i+1}|\left(\frac{\hbar^2}{2m_z}\right)^{1/3}(eF)^{2/3},\qquad i=0,1,2,\ldots$$

For $F=10$ MV/m, $eF=10$ meV/nm. With $\hbar^2/(2m_e)=38.1$ meV nm², the twofold (100) ladder has the energy unit

$$eF\ell=\left[\frac{38.1}{0.92}\times10^2\right]^{1/3}\text{meV}=16.1\ \text{meV}.$$

Its lowest level, 37.55 meV, is 2.34 of these units, the magnitude of the first Airy zero. The fourfold ladder follows from the mass ratio: $37.55\times(0.92/0.19)^{1/3}=63.5$ meV.

The density-of-states factor is $m_e/(\pi\hbar^2)=1/(2\pi\times38.1)$ per meV nm², or $4.18\times10^{15}$ m⁻² meV⁻¹. Multiplying by $g_vm_d/m_e$ gives $D$; for (111) this is $4.18\times6\times0.359=9.0$ in units of $10^{15}$ m⁻² meV⁻¹. The table uses these units for $D$ and meV for the levels.

| Surface | $g_v$ | $D$ | $E_0$ | $E_1$ | $E_2$ |
|---|---:|---:|---:|---:|---:|
| (100) | 2 | 1.6 | 38 | 66 | 89 |
| (100) | 4 | 7.0 | 64 | 111 | 150 |
| (110) | 4 | 5.4 | 54 | 94 | 127 |
| (110) | 2 | 3.5 | 64 | 111 | 150 |
| (111) | 6 | 9.0 | 57 | 100 | 135 |

The ladder with the largest $m_z$ starts lowest. This holds for any common $V(z)$ with bound states, since first-order perturbation theory for a small change of $1/m_z$ gives

$$\frac{dE_i}{d(1/m_z)}=\tfrac12\langle\zeta_i|p_z^2|\zeta_i\rangle>0 .$$

On (100), the fourfold ladder begins just below the second level of the twofold ladder. In a uniform field this order requires $(m_l/m_t)^{1/3}<E_1/E_0$ within the twofold ladder. The ratio $65.65/37.55=1.75$ allows $m_l/m_t$ up to about 5.3, while the chosen masses give 4.8. The order is independent of $F$, but its margin is small, and it does not hold for every shape of $V(z)$. For $V=-A/z$ with the same wall, the levels are those of hydrogen s-states, $E_i=-m_zA^2/[2\hbar^2(i+1)^2]$. The fourfold ladder then begins below the second twofold level only if $m_l/m_t<4$, and the ratio 4.8 reverses the order.

These levels belong to a prescribed field. In a self-consistent calculation the electron charge bends $V(z)$, and both levels and occupations change; the masses and degeneracies in the first table do not.

## The size of the in-plane correction

Consider a (111) valley with $k=0.50$ nm⁻¹ along its heavy direction. The correct kinetic energy is

$$\frac{38.1\times0.50^2}{0.677}\ \text{meV}=14.1\ \text{meV}.$$

If the subtraction in $\tilde w$ were dropped, the inverse mass along this direction would be the element of $W$ itself,

$$\frac{\sin^2\theta}{m_l}+\frac{\cos^2\theta}{m_t}=\frac1{m_e}\left(\frac{2/3}{0.92}+\frac{1/3}{0.19}\right)=\frac{2.48}{m_e},$$

and the energy would be $38.1\times0.50^2\times2.48=23.6$ meV, about 68% above the correct value. Direct diagonalisation of $H_{\mathbf k}$, with its linear term in $p_z$ retained, gives 14.1 meV. The numerical check makes the same comparison for the silicon valleys on all three surfaces, and for an obliquely oriented valley with three different masses in two different potentials.

## Values computed for the example and the checks

```
inputs: m_l=0.92 m_t=0.19 m_e; field=10.0 MV/m
triaxial test masses (m_e): [0.2 0.5 1.1]
triaxial m_z = 0.4649 m_e
triaxial worst energy error = 0.000030 meV
mean k_z = 0.12157, -q = 0.12158 1/nm
relative normal velocity residue = 2.5e-05
relative density change with k = 5.4e-06
mass tensor from spectrum xx,xy,yy (m_e): 0.6966 -0.2068 0.4010
block of M xx,xy,yy (m_e): 0.6966 -0.2068 0.4010
m_d: shadow 0.4864, formula 0.4864 m_e
valley axis: cos^2, heavy in-plane direction
(100) x: 1.0000, isotropic
(100) y: 0.0000, [0, 1, 0]
(100) z: 0.0000, [0, 0, 1]
(110) x: 0.5000, [1, -1, 0]
(110) y: 0.5000, [-1, 1, 0]
(110) z: 0.0000, [0, 0, 1]
(111) x: 0.3333, [2, -1, -1]
(111) y: 0.3333, [-1, 2, -1]
(111) z: 0.3333, [-1, -1, 2]
silicon worst energy error = 0.000049 meV
ladders: g; m_z, m_light, m_heavy, m_d (m_e)
  then DOS (1e15 /m^2/meV); E0, E1, E2 (meV)
(100) g=2; 0.9200 0.1900 0.1900 0.1900
  DOS=1.587; 37.55 65.65 88.65
(100) g=4; 0.1900 0.1900 0.9200 0.4181
  DOS=6.986; 63.52 111.06 149.98
(110) g=4; 0.3150 0.1900 0.5550 0.3247
  DOS=5.426; 53.67 93.84 126.73
(110) g=2; 0.1900 0.1900 0.9200 0.4181
  DOS=3.493; 63.52 111.06 149.98
(111) g=6; 0.2583 0.1900 0.6767 0.3586
  DOS=8.987; 57.34 100.25 135.38
(321) g, m_z (m_e): 2, 0.3878; 2, 0.2457; 2, 0.2014
(111) states below 20 meV in 1 um^2: counted 179660, formula 179739
(111) k along heavy axis = 0.50 1/nm
energy rise: direct 14.076, formula 14.076 meV
energy rise with correction dropped = 23.613 meV
```
